# Why halving a soft vibrational wavenumber changes the free energy

## Question

I am working on the gas-phase thermochemistry of a precursor molecule. Its softest vibration comes out at 20 cm⁻¹ in one calculation and at 10 cm⁻¹ in another. An exercise on this situation says:

*Treat the mode as a classical harmonic oscillator. Show that halving its wavenumber from 20 to 10 cm⁻¹ adds about 5.8 J/mol/K of entropy, and 2.9 kJ/mol to $TS$ at 500 K.*

I don't see how this can be right. A classical oscillator has energy $RT$ per mole whatever its frequency, so I expected nothing to change. If I think in quantum levels instead, the spacing changes by a mere 10 cm⁻¹, which is far less than 2.9 kJ/mol. Where does the entropy come from, does it really enter the reaction free energy, and is the classical treatment good enough?

## Answer

Both of your observations are correct, but they concern energy. The entropy depends on how many states the mode can reach at a given temperature, and for a harmonic mode as soft as this one, halving the frequency doubles that number.

### The classical partition function

Take one harmonic mode with displacement $s$, momentum $p$, effective mass $m$ and angular frequency $\omega=2\pi c\tilde\nu$, where $\tilde\nu$ is the wavenumber. Its energy above the potential minimum is

$$E(p,s)=\frac{p^2}{2m}+\frac{1}{2}m\omega^2s^2 .$$

The depth of the minimum and all other modes are held fixed. The classical partition function is the Boltzmann-weighted area of phase space, in units of Planck's constant $h$:

$$q=\frac1h\int_{-\infty}^{\infty}e^{-p^2/(2mkT)}\,dp\int_{-\infty}^{\infty}e^{-m\omega^2s^2/(2kT)}\,ds .$$

Both integrals have the form $\int e^{-as^2}ds=\sqrt{\pi/a}$. The first has $a=1/(2mkT)$ and the second $a=m\omega^2/(2kT)$, so

$$q=\frac1h\sqrt{2\pi mkT}\,\sqrt{\frac{2\pi kT}{m\omega^2}}=\frac{2\pi kT}{h\omega}=\frac{kT}{hc\tilde\nu}.$$

The mass has cancelled. It is convenient to define

$$u=\frac{hc\tilde\nu}{kT},\qquad q=\frac1u .$$

The classical limit requires $u\ll1$. At 500 K, $kT/(hc)=347.5$ cm⁻¹, so $u=20/347.5=0.0576$ before the change and $0.0288$ after it.

### From the partition function to the entropy

Per mole, the mode contributes $A=-RT\ln q$ to the Helmholtz energy. Its energy follows from the temperature derivative. Since $q$ is proportional to $T$, $d\ln q/dT=1/T$, and

$$U=RT^2\frac{d\ln q}{dT}=RT .$$

This is your frequency-independent energy, 4.157 kJ/mol at 500 K. The definition $A=U-TS$ now gives

$$S=\frac{U-A}{T}=\frac{RT+RT\ln q}{T}=R(1+\ln q)=R(1-\ln u).$$

The frequency drops out of the first term but remains in the logarithm. Let $\Delta$ mean the value at 10 cm⁻¹ minus the value at 20 cm⁻¹. The constant terms cancel, leaving

$$\Delta S=R\ln\frac{q_{10}}{q_{20}}=R\ln\frac{20}{10}=R\ln2 .$$

Numerically,

$$\Delta S=8.3145\times0.69315=5.763\ \text{J/mol/K},$$

$$T\Delta S=500\times5.763\ \text{J/mol}=2.88\ \text{kJ/mol}.$$

These are the 5.8 J/mol/K and 2.9 kJ/mol of the exercise. The separate entropies show the same difference:

- At 20 cm⁻¹, $q=17.376$ and $S=8.3145\,(1+\ln17.376)=32.053$ J/mol/K.
- At 10 cm⁻¹, $q=34.752$ and $S=8.3145\,(1+\ln34.752)=37.816$ J/mol/K.

### Where the extra states are

The Gaussian weights above give the root-mean-square spreads

$$s_{\rm rms}=\frac{1}{\omega}\sqrt{\frac{kT}{m}},\qquad p_{\rm rms}=\sqrt{mkT}.$$

If the mode softens at fixed mass, its force constant $m\omega^2$ falls to one quarter. The momentum spread stays the same and the displacement spread doubles, so the thermally accessible area of phase space doubles. The average potential energy is unchanged because the wider excursions take place in a proportionately flatter well. That is how the entropy can rise while the classical energy stays at $RT$.

This also resolves your comparison with the level spacing. A spacing change of 10 cm⁻¹ corresponds to

$$\frac{10}{347.5}\times4.157\ \text{kJ/mol}=0.12\ \text{kJ/mol},$$

which is indeed small. But $T\Delta S$ measures the change in the logarithm of the number of accessible levels, multiplied by $RT$. Halving a small spacing puts about twice as many levels within reach of $kT$, however small the spacing was to begin with.

### How good is the classical treatment?

The quantum oscillator has levels $(n+\tfrac12)hc\tilde\nu$, with $n=0,1,2,\ldots$ Summing the geometric series gives

$$q=\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .$$

At fixed $\tilde\nu$, $u$ is proportional to $1/T$, so $T\,d/dT=-u\,d/du$. Therefore

$$\frac{U}{RT}=T\frac{d\ln q}{dT}=-u\frac{d\ln q}{du}=\frac u2\coth\frac u2,$$

and $S/R=U/(RT)+\ln q$ becomes

$$\frac SR=\frac u2\coth\frac u2-\ln\left(2\sinh\frac u2\right).$$

Differentiate with respect to $u$. The first term gives $\frac12\coth(u/2)-\frac u4/\sinh^2(u/2)$, and the second gives $-\frac12\coth(u/2)$. The hyperbolic cotangents cancel. After multiplication by $u$,

$$u\frac{dS}{du}=-R\,\frac{(u/2)^2}{\sinh^2(u/2)}=-C(u).$$

Here $C=T\,dS/dT$ is the heat capacity of the mode, which equals $-u\,dS/du$ by the same change of variable. Write $x$ for the value of $u$ at the higher wavenumber. The lower wavenumber then has $u=x/2$, and

$$\Delta S=S(x/2)-S(x)=\int_{x/2}^{x}\frac{C(u)}{u}\,du .$$

If $C$ were equal to $R$ throughout, this integral would be $R\ln2$. The quantum error is therefore controlled by how far $C$ falls below $R$.

Put $y=u/2>0$. Since $\sinh y>y$, we have $C/R<1$. For a lower bound, expand

$$\sinh^2y=\frac{\cosh2y-1}{2}=\sum_{n=1}^{\infty}a_ny^{2n},\qquad a_n=\frac{2^{2n-1}}{(2n)!},\qquad a_1=1 .$$

Successive coefficients have the ratio

$$\frac{a_{n+1}}{a_n}=\frac{4}{(2n+1)(2n+2)},$$

which is $1/3$ for $n=1$ and smaller for every larger $n$. Hence

$$\left(1-\frac{y^2}{3}\right)\sinh^2y=y^2+\sum_{n=1}^{\infty}\left(a_{n+1}-\frac{a_n}{3}\right)y^{2n+2}<y^2 .$$

Dividing by $\sinh^2y$ and restoring $y=u/2$ gives

$$1-\frac{u^2}{12}<\frac{C(u)}{R}<1 .$$

Insert these bounds into the integral. The lower one subtracts

$$\int_{x/2}^{x}\frac{u}{12}\,du=\frac{1}{24}\left(x^2-\frac{x^2}{4}\right)=\frac{x^2}{32},$$

so that

$$0<R\ln2-\Delta S<\frac{Rx^2}{32}.$$

For $x=0.05755$ the upper bound is 0.861 mJ/mol/K. Explicit sums over the levels give an actual shortfall of 0.860 mJ/mol/K, about 0.015% of $R\ln2$. For this harmonic model, the classical treatment is more than adequate.

### Does it enter the free energy?

Yes. Classically $\Delta U=0$, so

$$\Delta A=\Delta U-T\Delta S=-RT\ln2 .$$

The quantum result, including zero-point energy, follows from $A=-RT\ln q=RT\ln[2\sinh(u/2)]$:

$$\Delta A=RT\left[\ln\sinh\frac x4-\ln\sinh\frac x2\right].$$

For small $y$, $\ln\sinh y=\ln y+y^2/6+O(y^4)$. The logarithms contribute $-\ln2$, and the quadratic terms contribute

$$\frac{x^2}{96}-\frac{x^2}{24}=-\frac{x^2}{32}.$$

Thus

$$\Delta A=-RT\left[\ln2+\frac{x^2}{32}+O(x^4)\right],$$

which is $-2.882$ kJ/mol here. The lower zero-point energy does not add a separate first-order benefit. The zero-point energy falls by $RTx/4$, but the thermal energy above the ground level, $RT\,u/(e^u-1)=RT(1-u/2+\ldots)$, rises by the same amount at first order. These two parts make up $U$, and $\Delta S$ differs from $R\ln2$ only at order $x^2$, so $\Delta A=\Delta U-T\Delta S$ has no first-order term either. You must include both parts or the cancellation is lost.

The internal mode has no volume dependence in the ideal-gas model, so it makes no separate $pV$ contribution. Its contributions to $G$ and $A$ are equal, as are those to $H$ and $U$.

Suppose one product molecule with stoichiometric coefficient one contains this mode, and nothing else changes. The reaction free energy falls by 2.88 kJ/mol, and the equilibrium constant is multiplied by

$$e^{-\Delta A/(RT)}=2.0002 .$$

If the mode belongs to a reactant instead, the reaction free energy rises by that amount and the equilibrium constant is divided by this factor. If the same change occurs on both sides with equal coefficients, it cancels.

### Changing the temperature or the stiffness

In the classical regime, $\Delta S$ depends on the ratio of the wavenumbers and not on the temperature, whereas $T\Delta S$ is proportional to $T$. The level sums at 300 K give $\Delta S=5.761$ J/mol/K, nearly the same as before, but $T\Delta S=1.728$ kJ/mol.

The ratio also explains why soft modes need special care. A 10 cm⁻¹ reduction from 200 to 190 cm⁻¹ at 500 K changes $TS$ by roughly

$$RT\ln\frac{200}{190}=4.157\times0.0513\ \text{kJ/mol}=0.21\ \text{kJ/mol}$$

in the classical estimate. The same absolute reduction from 20 cm⁻¹ changes it by 2.88 kJ/mol.

The opposite limit is a stiff mode with $u\gg1$. Using the exponential forms of the hyperbolic functions, the quantum entropy can be rewritten as

$$\frac SR=\frac{u}{e^u-1}-\ln(1-e^{-u})\approx(u+1)e^{-u}.$$

It tends to zero because almost all molecules occupy the ground level. If both modes are in this regime, halving the wavenumber gains little entropy. The gain is already reduced when the lower mode is only moderately stiff. For a change from 2000 to 1000 cm⁻¹ at 500 K, $u$ falls from 5.755 to 2.878 and the gain is 1.730 J/mol/K, well below $R\ln2$. A factor of two in wavenumber is therefore not enough by itself to give the result in your exercise; the mode must also be thermally soft.

### What the calculation does not establish

Small $u$ justifies classical mechanics for the harmonic oscillator. It does not justify the harmonic potential itself, and in a strongly anharmonic well the actual level spacings, not $u$ alone, decide whether classical mechanics applies. As an illustration, give the mode an effective mass of 50 u. At 500 K its root-mean-square displacement is 0.765 Å at 20 cm⁻¹ and 1.531 Å at 10 cm⁻¹. The parabola would have to describe the molecule over excursions of at least this size. That is a demanding assumption for a real molecule, and it should be checked by following the potential along the motion.

The harmonic formula also has an unphysical limit for a torsion. As $\tilde\nu\to0$, $S=R(1-\ln u)$ grows without bound because the model allows ever larger displacements. A torsion angle $\phi$ has a finite range. For a constant moment of inertia $I$ and a potential $V(\phi)\ge0$ measured from its minimum, the classical partition function obeys

$$q_{\rm tors}=\frac{\sqrt{2\pi IkT}}{h}\int_0^{2\pi}e^{-V(\phi)/(kT)}\,d\phi\le\frac{2\pi\sqrt{2\pi IkT}}{h},$$

because the exponential never exceeds one. Making the bottom of the well flatter cannot raise $q_{\rm tors}$ beyond this free-rotor value. The expression is written for a rotating group without symmetry; for a symmetric group both sides are divided by its internal symmetry number, which is 3 for a methyl group. If your soft mode is a torsion, a hindered-rotor treatment is the appropriate next step.

For your two calculations, then, the 2.9 kJ/mol is a genuine difference between two harmonic models. It tells you how sensitive the free energy is to the soft wavenumber, but not which wavenumber is right, or whether either parabola describes the motion. The numerical output below lists the values for both models, for the same halving at 300 K and for the stiff mode.

## Table of computed values

```
higher wavenumber: 20 cm^-1
lower wavenumber: 10 cm^-1
temperature: 500 K
effective mass: 50 u
gas constant R: 8.3145 J/mol/K
thermal wavenumber kT/(hc): 347.5 cm^-1
x at higher wavenumber: 0.05755 (no unit)
x at lower wavenumber: 0.02878 (no unit)
classical q, higher: 17.376 (no unit)
classical q, lower: 34.752 (no unit)
classical U, higher: 4.157 kJ/mol
classical U, lower: 4.157 kJ/mol
classical S, higher: 32.053 J/mol/K
classical S, lower: 37.816 J/mol/K
classical TS, higher: 16.026 kJ/mol
classical TS, lower: 18.908 kJ/mol
ln 2: 0.69315 (no unit)
classical entropy gain: 5.7631 J/mol/K
classical gain in TS: 2.8816 kJ/mol
quantum entropy gain: 5.7623 J/mol/K
quantum gain in TS: 2.8811 kJ/mol
R ln 2 minus quantum gain: 0.860 mJ/mol/K
upper bound R x^2/32: 0.861 mJ/mol/K
quantum change in A: -2.8820 kJ/mol
factor in equilibrium constant: 2.00021 (no unit)
rms displacement, higher: 0.765 angstrom
rms displacement, lower: 1.531 angstrom
second temperature: 300 K
quantum entropy gain there: 5.7608 J/mol/K
quantum gain in TS there: 1.7282 kJ/mol
stiff mode before halving: 2000 cm^-1
stiff mode after halving: 1000 cm^-1
x of stiff mode before: 5.755 (no unit)
stiff-mode entropy gain at 500 K: 1.730 J/mol/K
```
